# Ballistic lower bound on contact resistivity for a single isotropic valley: verification in Python

```python
"""
Result under test: the ballistic lower bound on contact resistivity,
    rho_min = (h / 2e^2) * 4 pi / kF^2,   kF = (3 pi^2 n)^(1/3),
for one isotropic valley with spin degeneracy 2 and electron density n.
The voltage is taken between the two incoming electron populations.
Lengths are in nm, energies in eV, masses in free-electron masses.
rho_min is first obtained in ohm nm^2; 1 ohm nm^2 = 1e-14 ohm cm^2.
The program also sizes temperature, imperfect transmission, several valleys,
and the sharing of the ballistic resistance between contacts of long samples.
"""
import numpy as np
from scipy import constants as sc
from scipy import sparse
from scipy.sparse.linalg import spsolve
from scipy.integrate import quad
from scipy.optimize import brentq

pi = np.pi
q = sc.e
C = sc.hbar**2 / (2 * sc.m_e) / q * 1e18       # hbar^2/(2 m0), eV nm^2
G0 = 2 * q**2 / sc.h                           # conductance quantum, S
CM2 = 1e-14                                    # cm^2 per nm^2

# Inputs: rough values in the regime of heavily doped indium oxide
n_cm3 = 1e20
mass = 0.2
eps_r = 9.0
mobility = 50.0                                # cm^2/Vs
barrier = 0.3                                  # eV above the Fermi level
metal_EF = 7.0                                 # eV, free-electron metal
side = 20.0                                    # nm, square contact
m_long, m_trans = 0.92, 0.19                   # silicon valleys, rough


def fermi_k(density_cm3):
    return (3 * pi**2 * density_cm3 * 1e-21)**(1 / 3)


def rho_bound(density_cm3):
    """Bound in ohm nm^2."""
    return 4 * pi / (G0 * fermi_k(density_cm3)**2)


kF = fermi_k(n_cm3)
EF = C * kF**2 / mass
modes = kF**2 / (4 * pi)
rho = rho_bound(n_cm3)
assert 7.5e-10 < rho * CM2 < 8.5e-10

# Atomic-unit form 4 pi^2 / kF^2, converted with the Bohr radius
a0 = sc.physical_constants["Bohr radius"][0] * 1e9
kF_au = kF * a0
rho_au = 4 * pi**2 / kF_au**2
assert abs(rho_au * sc.hbar / q**2 * a0**2 / rho - 1) < 1e-8


# ---- Count states in a periodic box: electrons and transverse modes ----
def count_states(ax, ay, az):
    """Lattice points in an ellipsoid, and in its projection along z."""
    x = np.arange(-int(ax), int(ax) + 1)[:, None, None]
    y = np.arange(-int(ay), int(ay) + 1)[None, :, None]
    z = np.arange(-int(az), int(az) + 1)[None, None, :]
    inside = (x / ax)**2 + (y / ay)**2 + (z / az)**2 < 1
    return int(inside.sum()), int(inside.any(axis=2).sum())


def sphere_modes(electrons):
    """Derived mode number for one spherical valley in a unit box."""
    return (3 * pi**2 * electrons)**(2 / 3) / (4 * pi)


states, channels = count_states(60.3, 60.3, 60.3)
count_ratio = channels / sphere_modes(2 * states)
assert abs(count_ratio - 1) < 0.01

# Six ellipsoidal valleys, current along a cubic axis
m_dos = (m_trans**2 * m_long)**(1 / 3)
valley_gain = (2 * m_trans + 4 * np.sqrt(m_trans * m_long)) / m_dos / 6**(2 / 3)
at = 35.3
al = at * np.sqrt(m_long / m_trans)
s1, c1 = count_states(at, at, al)
s2, c2 = count_states(al, at, at)
six_count = (2 * c1 + 4 * c2) / sphere_modes(2 * (2 * s1 + 4 * s2))
assert abs(six_count / valley_gain - 1) < 0.015


# ---- Current integral over occupied forward states, any isotropic band ----
def current_conductance(m, alpha, window=1e-3):
    """Conductance per nm^2 from velocity-weighted filling of a bias window.
    Band: E (1 + alpha E) = C k^2 / m."""
    def energy(k):
        g = C * k**2 / m
        return 2 * g / (1 + np.sqrt(1 + 4 * alpha * g))

    def wave_number(E):
        return np.sqrt(m * E * (1 + alpha * E) / C)

    E0 = energy(kF)
    k1, k2 = wave_number(E0 - window / 2), wave_number(E0 + window / 2)
    x, w = np.polynomial.legendre.leggauss(12)
    k = (k1 + k2) / 2 + (k2 - k1) / 2 * x
    wk = (k2 - k1) / 2 * w
    cosine, wc = (x + 1) / 2, w / 2
    step = 1e-4
    slope = (energy(k + step) - energy(k - step)) / (2 * step)
    flow = np.sum((wk * k**2 * slope)[:, None] * (wc * cosine)[None, :])
    return q**2 / sc.hbar * 2 / (2 * pi)**3 * 2 * pi * flow / window


for m_test, alpha_test in ((mass, 0.0), (mass, 0.5), (0.6, 0.0)):
    assert abs(current_conductance(m_test, alpha_test) * rho - 1) < 1e-4
rho_nonpar = 1 / current_conductance(mass, 0.5)


# ---- Temperature at fixed density, parabolic band ----
def thermal_ratio(T):
    t = sc.k * T / q / EF

    def filling(eta):
        # x = y^2 removes the square-root endpoint
        top = np.sqrt(max(eta, 0) + 40)
        f = lambda y: 2 * y**2 / (1 + np.exp(y**2 - eta))
        mid = np.sqrt(max(eta, 1))
        total = quad(f, 0, mid, epsabs=1e-11)[0] + quad(f, mid, top, epsabs=1e-11)[0]
        return 1.5 * t**1.5 * total - 1

    eta = brentq(filling, -5, 1.5 / t + 5, xtol=1e-12)
    return 1 / (t * np.logaddexp(0, eta)), t


thermal = {}
for T in (300, 400):
    ratio, t = thermal_ratio(T)
    thermal[T] = ratio
    assert abs((ratio - 1) / (pi**2 * t**2 / 12) - 1) < 0.06


# ---- Drude link: rho_min * sigma = 4/3 mean free path ----
mu_SI = mobility * 1e-4
mfp = sc.hbar * kF * 1e9 * mu_SI / q * 1e9
sigma = n_cm3 * 1e6 * q * mu_SI                # S/m
equivalent = rho * 1e-18 * sigma * 1e9         # nm
assert abs(equivalent / (4 * mfp / 3) - 1) < 1e-8


# ---- Diffusive slab between perfect contacts, isotropic scattering ----
def slab_transmission(L, cells, half=8):
    """Kinetic equation, L in mean free paths, on discrete directions."""
    x, w = np.polynomial.legendre.leggauss(half)
    c = np.concatenate(((x + 1) / 2, -(x + 1) / 2))
    w = np.concatenate((w / 2, w / 2))
    nd = 2 * half
    h = L / cells
    shape = (cells, cells + 1)
    diff = sparse.diags([-1 / h, 1 / h], [0, 1], shape=shape)
    mean = sparse.diags([0.5, 0.5], [0, 1], shape=shape)
    scatter = np.eye(nd) - np.outer(np.ones(nd), w / 2)
    bulk = sparse.kron(diff, np.diag(c)) + sparse.kron(mean, scatter)
    size = nd * (cells + 1)
    cols = np.concatenate((np.arange(half), size - half + np.arange(half)))
    edge = sparse.csr_matrix((np.ones(nd), (np.arange(nd), cols)), shape=(nd, size))
    rhs = np.zeros(size)
    rhs[:half] = 1.0
    # incoming population 1 on the left, 0 on the right
    g = spsolve(sparse.vstack([edge, bulk]).tocsc(), rhs).reshape(cells + 1, nd)
    flux = 2 * g @ (w * c)
    assert np.ptp(flux) < 1e-8
    return flux.mean()


R8 = 1 / slab_transmission(8.0, 240)
R16 = 1 / slab_transmission(16.0, 480)
slab_slope = (R16 - R8) / 8
intercept = R8 - 8 * slab_slope
assert abs(slab_slope - 0.75) < 1e-3
coarse = 1 / slab_transmission(8.0, 120) - 6.0
assert abs(coarse - (R8 - 6.0)) < 4e-3
share = intercept / 2
assert 0.5 < share < 0.56

# Random walks through a slab of two mean free paths
rng = np.random.default_rng(7)
walkers = 200000
pos = np.zeros(walkers)
cosine = np.sqrt(rng.random(walkers))
passed = 0
while pos.size:
    pos = pos + cosine * rng.exponential(size=pos.size)
    passed += int(np.sum(pos > 2))
    pos = pos[(pos > 0) & (pos < 2)]
    cosine = 2 * rng.random(pos.size) - 1
walk_T = passed / walkers
kinetic_T = slab_transmission(2.0, 100)
assert abs(walk_T - kinetic_T) < 0.006         # over five standard errors


# ---- Transmission of a metal contact by transfer matrices ----
def transmission(kp, E_left, m_left, E, m, V, d):
    """Layers V (eV above the right band edge), each d nm thick.
    E_left and E are kinetic energies at the Fermi level on the two sides."""
    k_left = np.sqrt(m_left * E_left / C - kp**2)
    k_right = np.sqrt(m * E / C - kp**2)
    v_left, v_right = k_left / m_left, k_right / m
    psi = np.ones_like(kp, dtype=complex)
    der = 1j * v_right * psi                   # psi' / mass
    for level in V[::-1]:
        k = np.sqrt(m * (E - level) / C - kp**2 + 0j)
        cs, sn = np.cos(k * d), np.sin(k * d)
        psi, der = cs * psi - m * sn / k * der, k * sn / m * psi + cs * der
    incoming = (psi + der / (1j * v_left)) / 2
    reflected = (psi - der / (1j * v_left)) / 2
    T = v_right / v_left / abs(incoming)**2
    assert np.allclose(T + abs(reflected / incoming)**2, 1, atol=1e-8)
    return T


# Closed result for a rectangular barrier, equal masses
V0, E0, width = 0.7, 0.4, 1.1
kappa = np.sqrt(mass * (V0 - E0) / C)
closed = 1 / (1 + V0**2 * np.sinh(kappa * width)**2 / (4 * E0 * (V0 - E0)))
sliced = transmission(np.array([0.0]), E0, mass, E0, mass,
                      np.full(50, V0), width / 50)[0]
assert abs(sliced / closed - 1) < 1e-8

x, w = np.polynomial.legendre.leggauss(60)
s, ws = (x + 1) / 2, w / 2                     # s = normal part of k over kF
kp = kF * np.sqrt(1 - s**2)


def mode_average(T):
    return np.sum(ws * 2 * s * T)


T_flat = transmission(kp, metal_EF, 1.0, EF, mass, np.array([]), 0.0)
flat = mode_average(T_flat)
v1 = np.sqrt(metal_EF / C - kp**2)
v2 = kF * s / mass
assert np.allclose(T_flat, 4 * v1 * v2 / (v1 + v2)**2)

bending = barrier + EF
depletion = np.sqrt(2 * sc.epsilon_0 * eps_r * bending / (q * n_cm3 * 1e6)) * 1e9
field = 2 * bending / depletion * 10           # MV/cm


def barrier_average(layers):
    z = (np.arange(layers) + 0.5) / layers
    T = transmission(kp, metal_EF, 1.0, EF, mass,
                     bending * (1 - z)**2, depletion / layers)
    return mode_average(T), T[-1]


tunnel, tunnel_normal = barrier_average(600)
assert abs(barrier_average(300)[0] / tunnel - 1) < 1e-3
assert 0 < tunnel < flat < 1
tunnel_distance = depletion * (1 - np.sqrt(EF / bending))
metal_kF = np.sqrt(metal_EF / C)
assert metal_kF > kF
# the barrier outweighs the other corrections in this example
others = [thermal[400], 1 / flat, valley_gain, 1 / share]
assert 1 / tunnel > max(others)


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("Electron density", n_cm3, "cm^-3")
show("Effective mass (rough)", mass, "m0")
show("Relative permittivity (rough)", eps_r)
show("Mobility (rough)", mobility, "cm2/Vs")
show("Fermi wave number", kF, "nm^-1")
show("Fermi wave number, atomic units", kF_au, "1/bohr")
show("Fermi energy above band edge", EF, "eV")
show("Modes per area, one spin", modes, "nm^-2")
show("Conductance quantum 2e^2/h", G0 * 1e6, "microsiemens")
show("Bound, atomic units", rho_au, "hbar bohr^2/e^2")
show("BOUND on contact resistivity", rho * CM2, "ohm cm2")
show("Bound from current integral, nonparabolic 0.5/eV", rho_nonpar * CM2, "ohm cm2")
show("Contact side", side, "nm")
show("Modes in that contact, one spin", modes * side**2, "", ".1f")
show("Least resistance of that contact", rho / side**2, "ohm", ".1f")
show("Bound at 1e19 cm^-3", rho_bound(1e19) * CM2, "ohm cm2", ".3g")
show("Bound at 1e21 cm^-3", rho_bound(1e21) * CM2, "ohm cm2", ".3g")
show("Box count of modes / derived number", count_ratio, "", ".4f")
show("Increase of bound at 300 K", 100 * (thermal[300] - 1), "percent", ".2f")
show("Increase of bound at 400 K", 100 * (thermal[400] - 1), "percent", ".2f")
show("Mean free path", mfp, "nm", ".2f")
show("Film thickness with resistance of the bound", equivalent, "nm", ".2f")
show("Slab: slope of R*A/rho_min per mean free path", slab_slope, "", ".4f")
show("Slab: intercept of R*A/rho_min", intercept, "", ".3f")
show("Share of rho_min per contact, long sample", share, "", ".3f")
show("Extrapolated resistivity per perfect contact", share * rho * CM2, "ohm cm2", ".3g")
show("Slab of 2 mean free paths, kinetic transmission", kinetic_T, "", ".3f")
show("Same slab, random-walk transmission", walk_T, "", ".3f")
show("Silicon longitudinal mass (rough)", m_long, "m0")
show("Silicon transverse mass (rough)", m_trans, "m0")
show("Silicon modes / single-valley modes, same density", valley_gain, "", ".3f")
show("Silicon bound at same density", rho / valley_gain * CM2, "ohm cm2", ".3g")
show("Metal Fermi energy (model)", metal_EF, "eV")
show("Metal Fermi wave number", metal_kF, "nm^-1")
show("Mean transmission, no barrier", flat, "", ".3f")
show("Resistivity, no barrier", rho / flat * CM2, "ohm cm2", ".3g")
show("Barrier above Fermi level (model)", barrier, "eV")
show("Total band bending", bending, "eV", ".3f")
show("Depletion width", depletion, "nm", ".2f")
show("Field at the interface", field, "MV/cm", ".2f")
show("Tunnelling distance at Fermi level, normal", tunnel_distance, "nm", ".2f")
show("Transmission near normal incidence, barrier", tunnel_normal, "", ".3f")
show("Mean transmission, barrier", tunnel, "", ".3f")
show("Resistivity, barrier", rho / tunnel * CM2, "ohm cm2", ".3g")
show("Resistivity with barrier / bound", 1 / tunnel, "", ".2f")
print("ALL CHECKS PASSED")
```

Output:

```
Electron density: 1e+20 cm^-3
Effective mass (rough): 0.2 m0
Relative permittivity (rough): 9
Mobility (rough): 50 cm2/Vs
Fermi wave number: 1.436 nm^-1
Fermi wave number, atomic units: 0.07599 1/bohr
Fermi energy above band edge: 0.3928 eV
Modes per area, one spin: 0.1641 nm^-2
Conductance quantum 2e^2/h: 77.48 microsiemens
Bound, atomic units: 6837 hbar bohr^2/e^2
BOUND on contact resistivity: 7.866e-10 ohm cm2
Bound from current integral, nonparabolic 0.5/eV: 7.866e-10 ohm cm2
Contact side: 20 nm
Modes in that contact, one spin: 65.6
Least resistance of that contact: 196.6 ohm
Bound at 1e19 cm^-3: 3.65e-09 ohm cm2
Bound at 1e21 cm^-3: 1.69e-10 ohm cm2
Box count of modes / derived number: 1.0007
Increase of bound at 300 K: 0.36 percent
Increase of bound at 400 K: 0.65 percent
Mean free path: 4.73 nm
Film thickness with resistance of the bound: 6.30 nm
Slab: slope of R*A/rho_min per mean free path: 0.7500
Slab: intercept of R*A/rho_min: 1.066
Share of rho_min per contact, long sample: 0.533
Extrapolated resistivity per perfect contact: 4.19e-10 ohm cm2
Slab of 2 mean free paths, kinetic transmission: 0.390
Same slab, random-walk transmission: 0.389
Silicon longitudinal mass (rough): 0.92 m0
Silicon transverse mass (rough): 0.19 m0
Silicon modes / single-valley modes, same density: 1.934
Silicon bound at same density: 4.07e-10 ohm cm2
Metal Fermi energy (model): 7 eV
Metal Fermi wave number: 13.55 nm^-1
Mean transmission, no barrier: 0.738
Resistivity, no barrier: 1.07e-09 ohm cm2
Barrier above Fermi level (model): 0.3 eV
Total band bending: 0.693 eV
Depletion width: 2.63 nm
Field at the interface: 5.28 MV/cm
Tunnelling distance at Fermi level, normal: 0.65 nm
Transmission near normal incidence, barrier: 0.379
Mean transmission, barrier: 0.162
Resistivity, barrier: 4.85e-09 ohm cm2
Resistivity with barrier / bound: 6.16
ALL CHECKS PASSED
```
